# Lateral Junction Spread Beneath an Inert Mask: Asymptotics with First Correction

## The result

A dopant enters a semiconductor through an open window whose surface is held at concentration \(C_s\). Next to the window an inert mask passes no dopant. Let \(C_B\) be the uniform background doping of opposite type and \(c=C_B/C_s\). The junction, where the dopant concentration equals \(C_B\), lies at depth \(z_j\) under the window and reaches a distance \(x_j\) under the mask. For constant diffusivity \(D\) and time \(t\), put

\[
L=2\sqrt{Dt},\qquad \eta=\frac{z_j}{L},\qquad \xi=\frac{x_j}{L},\qquad \operatorname{erfc}\eta=c,\qquad \Lambda=\ln(\sqrt{2\pi}\,\eta).
\]

For small \(c\),

\[
\boxed{\frac{x_j}{z_j}=1-\frac{\Lambda}{2\eta^2}+\frac{1}{\eta^4}\left[\frac{5}{32}-\frac{(\Lambda-2)^2}{8}\right]+O\!\left(\frac{\Lambda^3}{\eta^6}\right)}
\]

The ratio is 0.78 at \(c=10^{-2}\), 0.80 near \(c=6\times10^{-3}\) and 0.84 at \(c=10^{-3}\). Four fifths is thus a fair estimate in this range, but it is not the low-background limit. That limit is one, approached slowly.

## The model and its transformed field

The semiconductor fills \(z>0\). The window is \(x<0\) and the mask \(x>0\), both at \(z=0\). The window is wide enough for its other edge to be ignored, and the dopant concentration \(C\) is zero at \(t=0\). The problem is

\[
\partial_t C=D\nabla^2C,\qquad C=C_s\ (x<0,\ z=0),\qquad \partial_zC=0\ (x>0,\ z=0).
\]

These equations are classical and hold in any consistent units, atomic units included.

Take the Laplace transform \(\hat C\) in time, with variable \(s\). The constant boundary value becomes \(C_s/s\), so define \(u=s\hat C/C_s\) and \(\kappa=\sqrt{s/D}\). Then

\[
\nabla^2u=\kappa^2u,\qquad u=1\text{ on the window},\qquad \partial_zu=0\text{ on the mask}.
\]

Use polar coordinates about the mask edge, \(x=r\cos\phi\), \(z=r\sin\phi\), and define

\[
a=\sqrt{2r}\,\sin\!\left(\frac{\pi}{4}-\frac{\phi}{2}\right),\qquad
b=\sqrt{2r}\,\sin\!\left(\frac{\pi}{4}+\frac{\phi}{2}\right).
\]

The identity \(2\sin^2\alpha=1-\cos2\alpha\) gives \(a^2=r-z\) and \(b^2=r+z\). The function \(a\) is harmonic, being a combination of \(\sqrt r\cos(\phi/2)\) and \(\sqrt r\sin(\phi/2)\). Its radial derivative is \(a/(2r)\), and its angular derivative divided by \(r\) is \(-b/(2r)\), because \(\cos(\pi/4-\phi/2)=\sin(\pi/4+\phi/2)\). Hence

\[
|\nabla a|^2=\frac{a^2+b^2}{4r^2}=\frac{1}{2r}.
\]

Differentiating \(a^2=r-z\) gives \(2a\,\partial_za=z/r-1=-a^2/r\), so \(\partial_za=-a/(2r)\).

Try \(u=F(a)e^{-\kappa z}\). The product rule gives

\[
\nabla^2u=e^{-\kappa z}\left[F''|\nabla a|^2+F'\nabla^2a-2\kappa F'\partial_za+\kappa^2F\right].
\]

Setting this equal to \(\kappa^2Fe^{-\kappa z}\) leaves

\[
\frac{F''}{2r}+\frac{\kappa aF'}{r}=0,\qquad\text{so}\qquad F''=-2\kappa aF'.
\]

Therefore \(F'\propto e^{-\kappa a^2}\), and \(F=\operatorname{erfc}(\sqrt\kappa\,a)\) is a solution. Reflection \(z\to-z\) exchanges \(a\) and \(b\) and gives a second one. Half their sum is

\[
u=\frac12\left[e^{-\kappa z}\operatorname{erfc}(\sqrt\kappa\,a)+e^{\kappa z}\operatorname{erfc}(\sqrt\kappa\,b)\right].
\]

This is even in \(z\) across the mask, so the mask flux vanishes. On the window \(\phi=\pi\), \(a=-\sqrt r\) and \(b=\sqrt r\), and \(\operatorname{erfc}(-y)+\operatorname{erfc}(y)=2\) gives \(u=1\). The field is bounded: the first term is at most one, and since \(b\ge0\), \(\operatorname{erfc}(\sqrt\kappa b)\le e^{-\kappa(r+z)}\) bounds the second by \(e^{-\kappa r}/2\).

It is also the unique bounded continuous solution. Let \(w\) be the difference of two such solutions, continued evenly across the mask, and let \(B=\cosh(\kappa x/\sqrt2)\cosh(\kappa z/\sqrt2)\), which obeys \(\nabla^2B=\kappa^2B\). For any \(\varepsilon>0\), \(w-\varepsilon B\) is negative on the window and far away. A positive maximum elsewhere would need \(\nabla^2(w-\varepsilon B)\le0\), whereas the equation makes it positive. Thus \(w\le\varepsilon B\), and \(\varepsilon\to0\) gives \(w\le0\). The same argument for \(-w\) gives \(w=0\).

## Surface concentration in time

On the mask \(a=b=\sqrt x\), so \(u=\operatorname{erfc}(\sqrt{\kappa x})\). To invert the transform, write

\[
\operatorname{erfc}(\sqrt q)=\frac1\pi\int_0^\infty\frac{e^{-q(1+v)}}{(1+v)\sqrt v}\,dv .
\]

Both sides vanish as \(q\to\infty\). The derivative of the right side is

\[
-\frac{e^{-q}}{\pi}\int_0^\infty\frac{e^{-qv}}{\sqrt v}\,dv=-\frac{e^{-q}}{\pi}\sqrt{\frac{\pi}{q}}=-\frac{e^{-q}}{\sqrt{\pi q}},
\]

which is also the derivative of the left side.

With \(q=\kappa x\), each exponential is \(e^{-\kappa X}\) with \(X=x(1+v)\). In one dimension, a unit constant source has the transform \(e^{-\kappa X}/s\). Its time-domain solution is \(G=\operatorname{erfc}(y)\), \(y=X/L\): it has the right boundary and initial values, and

\[
\partial_tG=\frac{y e^{-y^2}}{\sqrt\pi\,t}=D\,\frac{4y e^{-y^2}}{\sqrt\pi L^2}=D\,\partial_X^2G .
\]

So \(e^{-\kappa X}/s\) inverts to \(\operatorname{erfc}(X/L)\). Substitute \(v=\tan^2\theta\), for which \(dv/[(1+v)\sqrt v]=2\,d\theta\). With \(\xi=x/L\), the relative surface concentration under the mask is

\[
S(\xi)=\frac2\pi\int_0^{\pi/2}\operatorname{erfc}(\xi\sec^2\theta)\,d\theta .
\]

Far inside the window the profile is \(\operatorname{erfc}(z/L)\). The two junction positions therefore obey \(S(\xi)=c=\operatorname{erfc}\eta\). Since \(\sec^2\theta>1\) away from \(\theta=0\), \(S(\xi)<\operatorname{erfc}\xi\) for \(\xi>0\), and the lateral reach is smaller than the depth for every \(0<c<1\).

If \(D\) changes with time but not with position or concentration, the variable \(\tau=\int D\,dt\) restores \(\partial_\tau C=\nabla^2C\). Then \(L=2\sqrt\tau\), and the ratio at fixed \(c\) is unchanged.

## The tail and its first correction

For large \(\xi\) the integrand is concentrated near \(\theta=0\). From \(\tan^2\theta=\theta^2+2\theta^4/3+\cdots\),

\[
\sec^4\theta-1=2\tan^2\theta+\tan^4\theta=2\theta^2+\frac73\theta^4+\cdots .
\]

The large-argument form \(\operatorname{erfc}y=e^{-y^2}[1-1/(2y^2)+\cdots]/(\sqrt\pi\,y)\) gives

\[
\frac{\operatorname{erfc}(\xi\sec^2\theta)}{\operatorname{erfc}\xi}
=\cos^2\theta\;e^{-\xi^2(\sec^4\theta-1)}\left[1+O\!\left(\frac{\theta^2}{\xi^2}\right)\right].
\]

Set \(\theta=p/(\sqrt2\,\xi)\). The exponent becomes \(-p^2-7p^4/(12\xi^2)\), and \(\cos^2\theta=1-p^2/(2\xi^2)\), to the order needed. The bracket contributes at relative order \(\xi^{-4}\). Extending the upper limit to infinity costs an exponentially small amount, so

\[
\frac{S}{\operatorname{erfc}\xi}\simeq\frac{\sqrt2}{\pi\xi}\int_0^\infty e^{-p^2}\left[1-\frac{p^2}{2\xi^2}-\frac{7p^4}{12\xi^2}\right]dp .
\]

The Gaussian averages of \(p^2\) and \(p^4\) are \(1/2\) and \(3/4\), and \(\int_0^\infty e^{-p^2}dp=\sqrt\pi/2\). Hence

\[
S(\xi)=\frac{\operatorname{erfc}\xi}{\sqrt{2\pi}\,\xi}\left[1-\frac{11}{16\xi^2}+O(\xi^{-4})\right].
\]

At \(\xi=20\), quadrature gives 0.684 for the coefficient of \(-1/\xi^2\), against \(11/16=0.6875\).

The lateral and vertical tails share the Gaussian factor \(e^{-x^2/L^2}\). The mask edge adds an algebraic reduction, as dopant advancing under the mask also spreads downward. Equal Gaussian factors make the ratio tend to one; the algebraic factor makes the approach slow.

## From concentration to junction ratio

Insert the large-argument form of \(\operatorname{erfc}\) on both sides of \(S(\xi)=\operatorname{erfc}\eta\), cancel \(1/\sqrt\pi\), and take minus the logarithm. The corrections on the left add as \(1/2+11/16=19/16\):

\[
\xi^2+2\ln\xi+\ln\sqrt{2\pi}+\frac{19}{16\xi^2}
\simeq\eta^2+\ln\eta+\frac1{2\eta^2}.
\]

Let \(Q=\eta^2-\xi^2\). In the small correction \(\xi\) may be replaced by \(\eta\), and \(19/16-1/2=11/16\). Writing \(2\ln\xi=2\ln\eta+\ln(1-Q/\eta^2)\), we find

\[
Q\simeq\Lambda+\ln\left(1-\frac{Q}{\eta^2}\right)+\frac{11}{16\eta^2}
\simeq\Lambda+\frac{1}{\eta^2}\left(\frac{11}{16}-\Lambda\right),
\]

where the last form uses \(Q\simeq\Lambda\) inside the logarithm. Now expand the square root:

\[
\frac{\xi}{\eta}=\sqrt{1-\frac{Q}{\eta^2}}
\simeq1-\frac{Q}{2\eta^2}-\frac{Q^2}{8\eta^4}
\simeq1-\frac{\Lambda}{2\eta^2}+\frac1{\eta^4}\left[\frac\Lambda2-\frac{11}{32}-\frac{\Lambda^2}{8}\right].
\]

Completing the square in \(\Lambda\) gives the boxed result. Its correction coefficient cannot exceed \(5/32\), reached at \(\Lambda=2\). The table compares both orders with the root of \(S(\xi)=c\).

| \(c\) | Leading | Corrected | Root |
|---|---:|---:|---:|
| \(10^{-1}\) | 0.605 | 0.631 | 0.640 |
| \(10^{-2}\) | 0.771 | 0.783 | 0.782 |
| \(10^{-3}\) | 0.837 | 0.842 | 0.842 |
| \(10^{-4}\) | 0.872 | 0.875 | 0.875 |
| \(10^{-6}\) | 0.910 | 0.911 | 0.911 |

The correction removes most of the error even at \(\eta=1.82\), the value for \(c=10^{-2}\). The order of the remainder alone does not guarantee such accuracy there; the comparison establishes it. At \(c=10^{-1}\) the error is about 0.01.

## The opposite limit: heavy background

When \(c\to1\), both junctions approach the surface source, and the large-\(\xi\) expansion fails. Start from

\[
1-S=\frac2\pi\int_0^{\pi/2}\operatorname{erf}(\xi\sec^2\theta)\,d\theta .
\]

For small \(\xi\) the main contribution comes from \(\theta=\pi/2-\sqrt\xi\,p\), where \(\xi\sec^2\theta\simeq p^{-2}\). Thus

\[
1-S\simeq\frac{2\sqrt\xi}{\pi}\int_0^\infty\operatorname{erf}(p^{-2})\,dp .
\]

Integrate by parts. The boundary terms vanish, and the substitution \(m=1/p\) gives

\[
\int_0^\infty\operatorname{erf}(p^{-2})\,dp
=\frac4{\sqrt\pi}\int_0^\infty e^{-m^4}dm
=\frac{\Gamma(1/4)}{\sqrt\pi}.
\]

Hence \(1-S\simeq K\sqrt\xi\), with \(K=2\Gamma(1/4)/\pi^{3/2}\simeq1.302\). At \(\xi=10^{-6}\), the law and quadrature both give \(1.3022\times10^{-3}\).

The vertical profile is linear near the surface, \(1-c\simeq2\eta/\sqrt\pi\). Consequently

\[
\xi\simeq\frac{(1-c)^2}{K^2},\qquad
\eta\simeq\frac{\sqrt\pi}{2}(1-c),\qquad
\frac{x_j}{z_j}\simeq\frac{2(1-c)}{\sqrt\pi K^2}\simeq0.67(1-c).
\]

The square-root drop beside the edge is steeper than the linear drop below the window, so the ratio tends to zero.

## A furnace example

Take rough values for boron entering silicon at 1273 K for 3600 s: diffusivity prefactor 1 cm²/s, activation energy 3.5 eV, \(C_s=5\times10^{18}\) cm⁻³ and \(C_B=10^{16}\) cm⁻³. With \(k_BT=0.1097\) eV,

\[
D=1\times e^{-3.5/0.1097}\ \text{cm}^2/\text{s}\simeq1.39\times10^{-14}\ \text{cm}^2/\text{s}.
\]

This gives \(L=2\sqrt{Dt}=141.6\) nm. For \(c=2\times10^{-3}\), the roots are \(\eta=2.185\) and \(\xi=1.809\). Therefore

\[
z_j=2.185\times141.6\ \text{nm}\simeq309\ \text{nm}\ (3090\ \text{Å}),
\]
\[
x_j=1.809\times141.6\ \text{nm}\simeq256\ \text{nm}\ (2560\ \text{Å}).
\]

The ratio is 0.828. In the asymptotic formula, \(\Lambda=1.701\) and \(\eta^2=4.775\), so the successive terms give \(1-0.178+0.006=0.828\). A two-dimensional finite-difference solution of the original diffusion problem, extrapolated from grid spacings \(0.05L\) and \(0.025L\), also gives 0.828. The third digit serves comparison within the model; the rough inputs do not fix real junctions to a nanometre.

## Where real boron diffusion departs from the model

The example's source is weak: sources near the solubility limit are of order \(10^{20}\) cm⁻³. At high doping, holes enhance boron diffusion and create a built-in field. Taking the diffusivity proportional to the hole density \(p\), with local neutrality and Boltzmann statistics, the flux is

\[
\mathbf J=-D\left[\frac{p}{n_i}\nabla C+C\nabla\frac{p}{n_i}\right]=-D\nabla\left(C\frac p{n_i}\right),
\qquad \frac p{n_i}=h+\sqrt{1+h^2},\quad h=\frac C{2n_i}.
\]

Here \(n_i\) is the intrinsic carrier density, roughly \(10^{19}\) cm⁻³ at this temperature, and the small background is neglected in the neutrality condition. For the example, a two-dimensional solution gives a depth of 322 nm, a reach of 267 nm and a ratio of 0.83. For this rounded \(n_i\), both lengths grow by about 4 percent relative to the constant-diffusivity result; a smaller \(n_i\) would increase the depth further. Raising the source to \(10^{20}\) cm⁻³, with temperature, time and \(C_B\) fixed, gives a depth of 617 nm and a ratio of about 0.8; the steep dopant front is too coarsely resolved to fix the next digit. Constant diffusivity at the same \(c=10^{-4}\) would give \(2.751\times141.6\simeq390\) nm and 0.875. At the strong source, concentration dependence thus increases the depth by almost 60 percent for this rounded \(n_i\). The figure is sensitive to \(n_i\): a value near \(7\times10^{18}\) cm⁻³ gives a depth of about 700 nm, an increase of nearly 80 percent. Boltzmann statistics are themselves doubtful there.

An oxide mask also takes up some boron. For rough values of oxide diffusivity, \(3\times10^{-18}\) cm²/s, and silicon-to-oxide concentration ratio, 0.3, a solution with vertical diffusion into a thick oxide reduces the example's reach from 256 to 252 nm and its ratio to 0.814. A furnace 10 K hotter lengthens both distances by 13 percent in the constant-diffusivity model, leaving their ratio unchanged at fixed \(c\). Point-defect transients, a moving oxide interface, crystal damage and narrow windows are not included.

As a design estimate, four fifths is therefore supported here for a wide window held at constant surface concentration (a fixed implanted dose followed by a drive-in is a different problem, not treated here), a nearly inert mask, a source up to about half the intrinsic carrier density and \(c\) between about \(10^{-3}\) and \(10^{-2}\). Outside these conditions the ratio should be computed for the case at hand; the similar ratio found for the strong source is a single case, not a rule. The numerical output below lists the computed roots and simulation results; the table's two approximate columns follow from the boxed formula with the listed \(\eta\).

## Values computed for the example and the checks

```
Lateral/vertical junction ratio, constant diffusivity
  c = 5.0e-01: xi = 0.1594, eta = 0.4769, ratio = 0.3342
  c = 1.0e-01: xi = 0.7449, eta = 1.1631, ratio = 0.6404
  c = 1.0e-02: xi = 1.4248, eta = 1.8214, ratio = 0.7823
  c = 1.0e-03: xi = 1.9592, eta = 2.3268, ratio = 0.8420
  c = 1.0e-04: xi = 2.4074, eta = 2.7511, ratio = 0.8751
  c = 1.0e-05: xi = 2.7990, eta = 3.1234, ratio = 0.8961
  c = 1.0e-06: xi = 3.1503, eta = 3.4589, ratio = 0.9108
c at which the ratio is 0.8: 5.88e-03
ratio at c = 1e-100: 0.9920
low-c estimate at c = 1e-100: 0.9920
low-c estimate at c = 1e-4: 0.8724
tail coefficient at xi = 20: 0.6838
edge drop 1-S at xi = 1e-6: 1.3022e-03
edge law at xi = 1e-6: 1.3022e-03
largest relative inversion error: 4.4e-16
Example (rough values, boron in silicon)
temperature: 1273 K
time: 3600 s
diffusivity prefactor: 1.0 cm2/s
activation energy: 3.5 eV
thermal energy kT: 0.1097 eV
diffusivity: 1.392e-14 cm2/s
source concentration: 5.0e+18 cm^-3
background concentration: 1.0e+16 cm^-3
c: 2.0e-03
length L: 141.6 nm
xi: 1.8093, eta: 2.1851 (units of L)
vertical depth: 309.3 nm = 3093 angstrom
lateral reach: 256.1 nm = 2561 angstrom
ratio: 0.8280
simulated xi: 1.8088, eta: 2.1851
simulated ratio: 0.828
Neglected effects
intrinsic carrier density: 1.0e+19 cm^-3
diffusivity enhancement at source: 1.591
enhanced vertical depth: 322 nm
enhanced lateral reach: 267 nm
enhanced ratio: 0.829
strong source: 1.0e+20 cm^-3, c = 1.0e-04
strong-source enhancement: 20.0
strong-source depth: 617 nm
strong-source ratio: 0.81
oxide diffusivity: 3.0e-18 cm2/s
silicon/oxide segregation ratio: 0.3
oxide uptake parameter: 0.0489
lateral reach with uptake: 252 nm
ratio with uptake: 0.814
length change for +10 K: 13.2 percent
```
